# Why the NC2 planes in Mo2(NMe2)6 follow the metal-metal axis

## What goes wrong if the lone pairs have no direction

Count the electrons around one molybdenum in hexakis(dimethylamido)dimolybdenum, $(\mathrm{Me_2N})_3\mathrm{Mo{\equiv}Mo}(\mathrm{NMe_2})_3$. The metal brings six, three amides bring one each through their $\sigma$ bonds, and the triple bond brings three from the other metal: twelve. Each planar nitrogen also has a lone pair. If all three pairs were donated, the count would be eighteen whatever way the ligands were turned.

That count fails twice. A lone pair can be donated only into an orbital that has room, and the metal orbitals of $\pi$ symmetry about the metal-metal axis already hold four bonding electrons. Moreover, in the orientation found in the molecule, one combination of the three lone pairs has no $d$ partner at all. The count is then $12+4=16$, and turning the ligands changes both the metal-metal $\pi$ level and the energy.

The notes below take up five contributions in turn: direction, symmetry, occupation, competition with the Mo-N $\sigma$ bonds, and crowding. Direction alone does not prove an energy preference, so the energy is computed separately.

## Direction: where a lone pair points

Put one Mo at the origin with $z$ towards the other Mo. Let $\theta$ be the Mo-Mo-N angle, and place the nitrogen in the $xz$ plane. The bond direction, the tangential direction and their common normal are

$$\mathbf b=(\sin\theta,0,\cos\theta),\quad \mathbf t=(0,1,0),\quad \mathbf a=\mathbf t\times\mathbf b=(\cos\theta,0,-\sin\theta).$$

The nitrogen is assumed planar. Its NC2 plane contains $\mathbf b$ and $\mathbf q=\cos\varphi\,\mathbf a+\sin\varphi\,\mathbf t$. At $\varphi=0$ ("upright") this plane contains the Mo-Mo axis; at $\varphi=90^\circ$ ("flat") it has been turned by a right angle about Mo-N. The lone pair is a $p$ orbital along the normal to the plane,

$$\mathbf u=\cos\varphi\,\mathbf t-\sin\varphi\,\mathbf a=(-\sin\varphi\cos\theta,\ \cos\varphi,\ \sin\varphi\sin\theta),$$

for which $\mathbf u\cdot\mathbf b=\mathbf u\cdot\mathbf q=0$.

Which $d$ orbitals does it meet? Use axes $\mathbf b$, $\mathbf u$ and $\mathbf v=\mathbf b\times\mathbf u$. The lone pair is odd under reflection of the $\mathbf u$ coordinate and even under reflection of the $\mathbf v$ coordinate. Among the five $d$ orbitals in these axes, one shares both properties: the one proportional to $(\mathbf b\cdot\mathbf r)(\mathbf u\cdot\mathbf r)$. All overlap with the near metal therefore passes through this orbital, with a single two-centre integral $S_\pi$. It remains to expand it in the ordinary $d$ orbitals. The product is

$$(x\sin\theta+z\cos\theta)(-x\sin\varphi\cos\theta+y\cos\varphi+z\sin\varphi\sin\theta).$$

Collecting terms, with $\sin^2\theta-\cos^2\theta=-\cos2\theta$ in the $xz$ term, gives

$$\cos\varphi\sin\theta\,xy+\cos\varphi\cos\theta\,yz-\sin\varphi\cos2\theta\,xz+\tfrac12\sin\varphi\sin2\theta\,(z^2-x^2).$$

With a common radial factor, the normalized $d$ orbitals have angular parts $xy$, $yz$, $xz$, $(x^2-y^2)/2$ and $(2z^2-x^2-y^2)/(2\sqrt3)$. The last term is rewritten through

$$z^2-x^2=\sqrt3\,\frac{2z^2-x^2-y^2}{2\sqrt3}-\frac{x^2-y^2}{2}.$$

Squaring the coefficients and grouping them by symmetry about the metal-metal axis gives the shares of the squared overlap:

$$\begin{aligned}
w_\pi&=\cos^2\varphi\cos^2\theta+\sin^2\varphi\cos^22\theta &&(d_{xz},d_{yz}),\\
w_\delta&=\cos^2\varphi\sin^2\theta+\tfrac14\sin^2\varphi\sin^22\theta &&(d_{xy},d_{x^2-y^2}),\\
w_\sigma&=\tfrac34\sin^2\varphi\sin^22\theta &&(d_{z^2}).
\end{aligned}$$

Their sum is $\cos^2\varphi+\sin^2\varphi(\cos^22\theta+\sin^22\theta)=1$. Overlap integrals between Gaussian $d$ and $p$ functions reproduced these shares to within about $10^{-5}$ at $\theta=90^\circ,104^\circ,118^\circ$, each with $\varphi=0,25^\circ,90^\circ$.

For $\theta=104^\circ$, the upright lone pair has $w_\pi=\cos^2104^\circ=0.059$ and $w_\delta=0.941$. The flat one has $w_\pi=\cos^2208^\circ=0.780$, $w_\delta=0.055$ and $w_\sigma=0.165$. Upright planes thus direct the lone pairs away from the metal-metal $\pi$ orbitals, with a remainder of about 6%.

Two limits show what this depends on. At $\theta=90^\circ$ the separation is complete: $w_\pi$ is 0 upright and 1 flat. At $\theta=120^\circ$, $\cos^2\theta=\cos^22\theta=\tfrac14$, and turning the ligand does not change $w_\pi$. The directional argument about $\pi$ orbitals therefore needs a Mo-Mo-N angle near a right angle.

## Symmetry: how many pairs can be donated

Take the three upright lone pairs on one Mo and add them with equal signs. The sum is unchanged by a threefold rotation and changes sign under each mirror plane containing the axis and an Mo-N bond. The one $d$ orbital unchanged by the threefold rotation is $d_{z^2}$, and it is even under those mirrors. This combination, labelled $a_2$, therefore has no $d$ partner on that metal.

The other two combinations form a degenerate $e$ pair. Each lone pair has total squared overlap 1 in units of $S_\pi^2$, so the three together have 3, and each partner of the pair receives $3/2$. The singular values of the computed overlap matrix, squared and scaled to a sum of 3, are 1.500, 1.500 and 0.000.

In the flat arrangement the equal-sign sum can meet $d_{z^2}$, with squared overlap $3w_\sigma\approx0.50$, and the $e$ partners have 1.25 each. All three lone pairs now find $d$ orbitals, but the total squared overlap is 3 in both arrangements. With weak coupling to empty orbitals at one common energy, both would gain the same. A preference at this level requires acceptors that differ in occupation or energy.

## Occupation: the bonding $\sigma$ and $\pi$ orbitals are full

The triple bond has the configuration $\sigma^2\pi^4$. For each $d$ orbital taking part, the two metals form

$$\psi_\pm=\frac{d_1\pm d_2}{\sqrt2},$$

one bonding and full, the other antibonding and empty. Which sign is bonding depends on the orbital. Metal-metal overlap is neglected in this normalization. A lone pair on metal 1 that overlaps $d_1$ alone has overlap $S/\sqrt2$ with each combination, so half of its squared overlap falls on a full orbital. Both $\delta$ combinations are empty in this configuration. The labels $\pi$ and $\delta$ are approximate here: under a threefold axis both pairs have $e$ symmetry and can mix, and the filled $\pi$ level of the model molecule below carries a $\delta$ share of about 0.04 upright and 0.07 flat. The fraction of squared overlap that meets full metal-metal orbitals is

$$B=\tfrac12(w_\pi+w_\sigma).$$

The upright value is $\tfrac12(0.059)=0.029$ after rounding. The flat value is $\tfrac12(0.780+0.165)=0.472$. If the second metal and the metal-metal overlap are included, the fractions become 0.025 and 0.436 for compact $4d$ functions. The corrected values depend on the radial form of the orbitals: a minimal-basis $4d$ gives 0.023 and 0.476, and a full atomic $4d$ gives 0.006 and 0.574. The size and even the sign of the correction to the flat value are therefore not fixed, but the contrast stays in place.

Why does it matter whether the partner is full? Let a lone pair at energy $\alpha_1$ couple by $h$ to a metal level at $\alpha_2=\alpha_1+\Delta$, with $\Delta>0$. If the two orbitals are orthogonal, the levels are

$$E_\pm=\frac{\alpha_1+\alpha_2}{2}\pm\sqrt{\frac{\Delta^2}{4}+h^2}.$$

When the metal level is empty, two electrons occupy $E_-$. For $|h|\ll\Delta$ the root is $\Delta/2+h^2/\Delta$, and their energy changes by $-2h^2/\Delta$. When it is full, both levels are occupied. Their sum is still $\alpha_1+\alpha_2$, so nothing is gained, but the upper level has risen.

With overlap $S$ the condition is $(\alpha_1-E)(\alpha_2-E)-(h-ES)^2=0$. The coefficient of $E^2$ is $1-S^2$ and that of $E$ is $-(\alpha_1+\alpha_2-2hS)$, so the roots add to $(\alpha_1+\alpha_2-2hS)/(1-S^2)$. Four electrons then change their energy by

$$\Delta E=2\left[\frac{\alpha_1+\alpha_2-2hS}{1-S^2}-(\alpha_1+\alpha_2)\right]=-\frac{4S(h-\bar\alpha S)}{1-S^2},\qquad \bar\alpha=\frac{\alpha_1+\alpha_2}{2}.$$

With the phase chosen so that $S>0$, a bonding interaction has $h-\bar\alpha S<0$. Then $\Delta E>0$: two full levels repel. Turning the planes flat therefore exchanges donation into empty $\delta$ orbitals for an interaction of which almost half is with full orbitals. $B$ measures this exchange, but it is not an energy, because the gaps $\Delta$ differ between the acceptors.

## Competition: the $\delta$ orbitals are not idle

The orbitals $d_{xy}$ and $d_{x^2-y^2}$ hold no metal-metal electrons, but they also serve the Mo-N $\sigma$ bonds. At $\theta=90^\circ$ the $d$ orbital pointing along a bond on the $x$ axis has angular part proportional to

$$x^2-\frac{r^2}{3}=\frac{x^2-y^2}{2}-\frac1{\sqrt3}\,\frac{2z^2-x^2-y^2}{2\sqrt3}.$$

The squared coefficients stand as $1:\tfrac13$, so three quarters of the squared $\sigma$ overlap goes to the $\delta$ set. The empty $\delta$ levels are therefore partly Mo-N antibonding. This tends to raise them. At fixed $h$ a larger $\Delta$ would weaken the donation, but the mixing with the Mo-N bonds can also change $h$, so the net effect on the donation is not settled by this argument. The lone pairs can also repel the filled Mo-N bonds. How much these effects change the preference between the two forms was not computed separately. The balance has to come from a calculation that contains both the donation and the Mo-N $\sigma$ bonds.

## The computed balance

The energies were computed for the smaller model $(\mathrm{H_2N})_3\mathrm{Mo{\equiv}MoH_3}$, which keeps three amides on one metal and the same triple bond. The lengths are Mo-Mo 2.20, Mo-N 2.00, N-H 1.01 and Mo-H 1.70 angstrom; the angles are Mo-Mo-N $104^\circ$ and H-N-H $110^\circ$. They are held fixed while the three NH2 planes turn together. The method is Hartree-Fock with an effective core on Mo and small basis sets. The PBE energy was then evaluated on the Hartree-Fock density.

The flat form lies above the upright one by 1.43 eV in Hartree-Fock and 2.04 eV in PBE. These values are not converged in the basis: adding $d$ functions on N and a split-valence basis on H raises them to 1.49 and 2.16 eV, shifts of about 0.06 and 0.11 eV. The two methods agree on the sign but differ by 0.6 eV, so the size is known roughly; the two values are not bounds. Averaged over the three amides, the PBE result is $2.04/3\approx0.68$ eV, or 66 kJ/mol.

This total contains every change on turning a rigid NH2 group, including changes in the N-H bond interactions. To see whether the lone pairs act as argued, their coupling to chosen $d$ orbitals was removed from the Fock matrix in a symmetrically orthogonalized basis, and the matrix was diagonalized again. The loss is the rise in the sum of occupied level energies, with two electrons per level:

| coupling removed | upright (eV) | flat (eV) |
|---|---:|---:|
| $d_{xz},d_{yz}$ | 1.42 | 6.18 |
| $d_{xy},d_{x^2-y^2}$ | 11.59 | 1.70 |
| all $d$ | 12.71 | 8.70 |

The main partner changes from $\delta$ to $\pi$, as the overlap shares predict. The flat $\pi$ loss is not zero because empty orbitals with $d_{xz},d_{yz}$ character, the antibonding $\pi$ orbitals among them, can accept electrons. Over all $d$ orbitals, the upright form has the larger stabilization by $12.71-8.70=4.01$ eV. This exceeds the difference in total energy. The losses are one-electron quantities at a frozen Fock matrix and do not add up to the total energy. In the larger basis mentioned above the entries grow by up to 0.7 eV and the difference over all $d$ orbitals becomes 4.25 eV. Their sizes also depend on how the basis is orthogonalized, so the table should be read for the change of main partner and not for absolute strengths.

The full metal-metal $\pi$ level shows the other side of the exchange. In this Hartree-Fock calculation the highest filled level of both forms is also the one richest in $d_{xz},d_{yz}$. For the upright form this order can change with the basis or the functional, because the lone-pair combination without a $d$ partner can lie close by. The metal-metal $\pi$ level rises from $-9.44$ eV upright to $-8.33$ eV flat, by 1.11 eV. Its lone-pair share grows from 0.01 to 0.30, while its $d_\pi$ share falls from 0.77 to 0.56. In the larger basis the levels are $-9.47$ and $-8.29$ eV, a rise of about 1.18 eV, and the shares move by about 0.01. Removing the $\pi$ coupling lowers the highest filled level by 0.77 eV in the flat form. In the upright form the same removal raises the highest filled level by 0.06 eV.

After removal the top levels are $-8.33-0.77=-9.10$ eV and $-9.44+0.06=-9.38$ eV. In this basis their difference has fallen from 1.11 eV to about 0.3 eV. Another orthogonalization can leave a very different gap, so this fall does not measure what share of the 1.11 eV is due to the coupling of lone pairs to metal $\pi$ orbitals. In the larger basis the flat top level falls by 0.55 eV instead of 0.77 eV, and the remaining gap is about 0.5 eV. Removal also raises the lone-pair levels, and in that basis the new top level of the flat form is mostly lone pair (share 0.84, against 0.08 for $d_\pi$), while that of the upright form stays mostly $d_\pi$. The fall of the flat top level thus compares two different orbitals, and the remaining gap is not assigned to a cause.

## Crowding: what the carbon contacts say

For the full dimethylamide with N-C 1.46 angstrom and C-N-C $110^\circ$, the shortest carbon-carbon distance between different ligands is 3.29 angstrom upright and 3.57 angstrom flat. In this rigid geometry the upright form has the closer contact. Carbon-carbon crowding, judged by this distance, therefore does not explain the upright planes. Hydrogen contacts and relaxation were not included, so this is no estimate of the whole steric energy.

## Why "nearly" along the axis

Turn all planes from $+\varphi$ to $-\varphi$ in the symmetric molecule. A mirror plane containing the metal-metal axis relates the two structures, so they have equal energy, and $\varphi=0$ is a stationary point for this joint turn. Symmetry does not say that it is a minimum, and energies were computed at two orientations alone. A model for the curve between them is

$$E(\varphi)=V\sin^2\varphi$$

per ligand when all three planes turn together. Apart from a constant, $B$ has the same angular form at fixed $\theta$. With $V=0.68$ eV, a joint turn of $10^\circ$ costs $0.68\times0.030\approx0.02$ eV per ligand, less than $kT=0.030$ eV at 350 K.

If each plane is assumed to turn independently with this same $V$, its classical spread, with weight $e^{-V\sin^2\varphi/kT}$, is $8.7^\circ$ root mean square. For small angles $\sin^2\varphi\approx\varphi^2$, which gives $\langle\varphi^2\rangle=kT/(2V)$ and about $8.5^\circ$. The Hartree-Fock value, $V=1.43/3\approx0.48$ eV, gives about $10^\circ$ by the same formula. Independence is a rough assumption: three upright lone pairs share two acceptor combinations, so the cost of turning one plane alone need not be a third of the joint turn. That cost was not computed, and the actual spread may differ. Within the model, the preference is strong against a joint quarter turn and weak against a small one. Methyl crowding or crystal packing could therefore tilt the planes slightly; that they do so is a conjecture here.

## Model and molecule

The real compound is a staggered, triply bonded dimer that can be sublimed, and 350 K is a rough temperature for that use. The Mo-Mo, Mo-N and N-C lengths and the $104^\circ$ angle are rounded values typical of its structure. Its methyl groups break the rigid equal-angle assumption: the Mo-N-C angle is wider at the methyl lying over the metal-metal bond than at the outer one, which relieves the close contact found above. How far this relaxation, the methyl groups and the three missing amides move the 0.68 eV was not computed, nor was spin-orbit coupling. The 0.6 eV difference between the two methods, for all three ligands together, measures one source of uncertainty and not the whole error.

The overlap and occupation argument can be applied to other ligands under stated conditions: planar nitrogen, a $\sigma^2\pi^4$ metal-metal bond, empty $\delta$ orbitals low enough to accept electrons, and a metal-metal-nitrogen angle near $90^\circ$. The energy preference must still be computed for each case. A chelate or a very bulky substituent can impose another orientation. The lone pairs then meet the metal-metal $\pi$ orbitals to the extent given by $w_\pi$. The numerical output lists the values for both orientations.

## Computed results

```
Mo-Mo, Mo-N lengths: 2.20, 2.00 angstrom
N-H, N-C, Mo-H lengths: 1.01, 1.46, 1.70 angstrom
Mo-Mo-N angle: 104.0 degrees
H-N-H and C-N-C angle: 110.0 degrees
upright: weights pi, delta, sigma: 0.059, 0.941, 0.000
upright: filled fraction B, near Mo only: 0.029
upright: filled fraction, both Mo: 0.025
upright: far/near squared overlap: 2.7e-05
upright: squared singular values: 1.500, 1.500, 0.000
upright: shortest C...C between NMe2 groups: 3.29 angstrom
flat: weights pi, delta, sigma: 0.780, 0.055, 0.165
flat: filled fraction B, near Mo only: 0.472
flat: filled fraction, both Mo: 0.436
flat: far/near squared overlap: 9.2e-04
flat: squared singular values: 1.252, 1.252, 0.496
flat: shortest C...C between NMe2 groups: 3.57 angstrom
upright: electrons treated in (H2N)3Mo-MoH3: 58
upright: highest filled level: -9.44 eV
upright: Hartree-Fock level gap: 10.38 eV
upright: filled level richest in d_pi: -9.44 eV
upright: its d_pi and lone-pair shares: 0.77, 0.01
upright: band-energy loss, d_pi coupling deleted: 1.42 eV
upright: band-energy loss, d_delta deleted: 11.59 eV
upright: band-energy loss, all d deleted: 12.71 eV
upright: top-level drop, d_pi deleted: -0.063 eV
upright: grid error in electron count: -0.0012
flat: electrons treated in (H2N)3Mo-MoH3: 58
flat: highest filled level: -8.33 eV
flat: Hartree-Fock level gap: 9.72 eV
flat: filled level richest in d_pi: -8.33 eV
flat: its d_pi and lone-pair shares: 0.56, 0.30
flat: band-energy loss, d_pi coupling deleted: 6.18 eV
flat: band-energy loss, d_delta deleted: 1.70 eV
flat: band-energy loss, all d deleted: 8.70 eV
flat: top-level drop, d_pi deleted: 0.767 eV
flat: grid error in electron count: -0.0035
E(flat) - E(upright), Hartree-Fock: 1.43 eV
same, PBE on Hartree-Fock density: 2.04 eV
PBE difference per ligand V: 0.679 eV
model cost of a 10 degree turn: 0.0205 eV
temperature: 350 K, kT: 0.0302 eV
model rms turn of one NR2 plane: 8.7 degrees
```
